# Reversed Density Gradients and Indistinguishable Oxide Stacks in Born X-ray Reflectivity, part 1

(Sections cited here and not found follow in the second part.)

## I. What the reflected intensity keeps, and what it loses

**Q.** You want to persuade me that X-ray reflectivity can confuse two different films. I doubt it. The fringes depend on thickness, and their strength depends on density. What does the beam respond to in the first place?

**A.** To the electron density as a function of depth. Let $z$ increase into the sample, and let the sample be uniform along its surface. Let $\rho(z)$ be the density of electrons, zero in the vacuum and $\rho_s$ deep in the substrate. It is an effective density: each atom counts with its forward scattering strength, which differs somewhat from its number of electrons near an absorption edge. For now I take it as real, so there is no absorption.

For X-rays the refractive index of such a medium is given by
$$n^2=1-\frac{4\pi r_e\rho}{k_0^2},$$
where $r_e$ is the classical electron radius and $k_0$ the vacuum wavenumber. This is the plasma formula $n^2=1-\omega_p^2/\omega^2$, with $\omega_p^2/c^2=4\pi r_e\rho$.

Let the beam strike at a grazing angle $\theta$, with its electric field parallel to the surface. The wavenumber along the surface, $k_0\cos\theta$, is conserved. The square of the wavenumber along $z$ is therefore
$$k_0^2n^2-k_0^2\cos^2\theta=k_0^2\sin^2\theta-4\pi r_e\rho .$$
In specular reflection the momentum transfer is $q=2k_0\sin\theta$, so the field amplitude $\psi(z)$ obeys
$$\psi''+\left[\frac{q^2}{4}-4\pi r_e\rho(z)\right]\psi=0. \tag{1}$$

**Q.** Equation (1) contains the density. How does the reflected intensity follow from it?

**A.** Most simply in the weak-scattering limit, where it will turn out to depend on the derivative of the density. Put $k=q/2$ and $V=4\pi r_e\rho$, so that $\psi''+k^2\psi=V\psi$. The outgoing Green function satisfies $G''+k^2G=\delta(z-z')$ and is
$$G(z,z')=\frac{e^{ik|z-z'|}}{2ik}.$$
Its slope jumps from $-1/2$ to $+1/2$ at $z=z'$, which is the unit jump required by the delta function.

The field is the incident wave plus the waves sent out by the density:
$$\psi(z)=e^{ikz}+\int G(z,z')V(z')\psi(z')\,dz'.$$
The first Born approximation replaces $\psi(z')$ under the integral by the incident wave $e^{ikz'}$. Above the sample $|z-z'|=z'-z$, so the scattered part is $r\,e^{-ikz}$ with
$$r=\frac{1}{2ik}\int V(z)e^{2ikz}dz=\frac{4\pi r_e}{iq}\int\rho(z)e^{iqz}dz. \tag{2}$$

**Q.** That integral does not converge. The substrate goes on for ever, with constant density.

**A.** It needs a limiting procedure. Insert a factor $e^{-\eta z}$ with a small positive $\eta$, which stands for a trace of attenuation, and let $\eta$ go to zero at the end. Integration by parts gives
$$\int\rho\,e^{(iq-\eta)z}dz=\left[\frac{\rho\,e^{(iq-\eta)z}}{iq-\eta}\right]_{-\infty}^{\infty}-\frac{1}{iq-\eta}\int\rho'e^{(iq-\eta)z}dz .$$
The upper boundary term vanishes because of $\eta$. The lower one vanishes because there is no density in the vacuum; a smooth surface tail must die away faster than $e^{-\eta z}$ grows there. The remaining integral converges without help, since $\rho'$ is confined to the film. Define
$$F(q)=\int\rho'(z)e^{iqz}dz. \tag{3}$$
As $\eta\to0$, the integral in (2) becomes $-F/(iq)=iF/q$. Hence
$$r=\frac{4\pi r_e}{iq}\,\frac{iF}{q}=\frac{4\pi r_eF}{q^2},\qquad R=|r|^2=\left(\frac{4\pi r_e}{q^2}\right)^2|F(q)|^2. \tag{4}$$

**Q.** Can you check the sign and the factors on something I can solve without Born?

**A.** Take a bare, sharp substrate. Then $\rho'$ is a delta function of weight $\rho_s$, so $F=\rho_s$ and (4) gives $r=4\pi r_e\rho_s/q^2$. Matching $\psi$ and $\psi'$ at the surface gives the Fresnel amplitude, with $k'^2=k^2-4\pi r_e\rho_s$:
$$r=\frac{k-k'}{k+k'}=\frac{k^2-k'^2}{(k+k')^2}=\frac{4\pi r_e\rho_s}{(k+k')^2}.$$
For weak scattering $k'\approx k$, the denominator becomes $(2k)^2=q^2$, and the two results agree, sign included.

**Q.** What does "weak" demand?

**A.** Two things. First, the wavenumber must change little at an interface. The critical momentum transfer, below which a thick substrate reflects totally, follows from $k'=0$:
$$q_c=\sqrt{16\pi r_e\rho_s}. \tag{5}$$
So the first condition is $(q_c/q)^2\ll1$.

Second, the phase gathered on the way through the film must be nearly the vacuum one. In a layer of density $\rho_j$ and thickness $d$, the round trip gives the phase
$$d\sqrt{q^2-16\pi r_e\rho_j}\approx qd-\frac{8\pi r_e\rho_jd}{q}. \tag{6}$$
The last term must be small compared with one radian when summed over the layers. For a thick film this is the stricter condition. The depth of the substrate does not enter it, because nothing is reflected from the substrate's interior.

**Q.** Good. Equation (4) is a Fourier transform, and a Fourier transform can be inverted. Why should anything be lost?

**A.** The transform $F$ could be inverted. The detector records $|F|^2$ and drops the phase. Consider a second sample whose density derivative is the first one's read backwards:
$$\rho_{\rm rev}'(z)=\rho'(L-z),$$
where $L$ is any fixed length, used to place the new profile. Its transform, with $u=L-z$, is
$$F_{\rm rev}(q)=\int\rho'(L-z)e^{iqz}dz=e^{iqL}\int\rho'(u)e^{-iqu}du=e^{iqL}F^*(q). \tag{7}$$
The change of variable reverses both the differential and the limits, so no sign is left over. The last step uses the reality of $\rho'$. Since $|e^{iqL}|=1$ and $|F^*|=|F|$,
$$|F_{\rm rev}(q)|^2=|F(q)|^2\quad\text{for every }q. \tag{8}$$
By (4), the two Born reflectivities coincide.

**Q.** The algebra is short enough to make me suspicious. What is the physical reason?

**A.** The intensity is a sum over pairs of scattering places, and a pair is known by its separation, not by which member comes first. Written out,
$$|F|^2=\iint\rho'(z)\rho'(z')e^{iq(z-z')}dz\,dz'=\int C(t)e^{iqt}dt,$$
$$C(t)=\int\rho'(u+t)\rho'(u)\,du .$$
For the reversed derivative,
$$C_{\rm rev}(t)=\int\rho'(L-u-t)\rho'(L-u)\,du=\int\rho'(v)\rho'(v+t)\,dv=C(t),$$
with $v=L-u-t$. Each separation occurs with the same weight as before.

**Q.** Then you have merely turned the film upside down. I can picture that: what was on top is now at the bottom.

**A.** That is not the profile we have made. Integrate the reversed derivative from the vacuum, where the density is zero:
$$\rho_{\rm rev}(z)=\int_{-\infty}^{z}\rho'(L-s)\,ds=\int_{L-z}^{\infty}\rho'(u)\,du=\rho_s-\rho(L-z). \tag{9}$$
The order is reversed and, in addition, every density is replaced by its complement $\rho_s-\rho$. The ends come out right: far above the surface $\rho_{\rm rev}=\rho_s-\rho_s=0$, and deep inside $\rho_{\rm rev}=\rho_s-0=\rho_s$. The substrate is thus the same in both samples.

**Q.** And if I do turn just the film, without complements?

**A.** In general the signal changes. Let the film have a density $a$ above a density $b$. Its three density steps are $a$, $b-a$ and $\rho_s-b$. With the layers in the opposite order the steps are $b$, $a-b$ and $\rho_s-a$. The part of $|F|^2$ that does not oscillate with $q$, for sharp interfaces, is the sum of the squared steps. The second sum minus the first is
$$b^2+(\rho_s-a)^2-a^2-(\rho_s-b)^2=2\rho_s(b-a),$$
which is zero only if the layers have equal densities.

**Q.** Give me the smallest case in which the correct reversal does something.

**A.** One layer of density $a$ and thickness $d$. With sharp steps $s_1=a$ and $s_2=\rho_s-a$,
$$|F|^2=|s_1+s_2e^{iqd}|^2=s_1^2+s_2^2+2s_1s_2\cos(qd).$$
This is unchanged when $s_1$ and $s_2$ trade places, which gives a layer of the same thickness and of density $\rho_s-a$. The fringe period fixes $d$. The fringe strength fixes the two steps but not their order. If $a=\rho_s/2$, the sample is its own partner.

**Q.** A better instrument would surely settle it: a wider range of $q$, less noise, finer resolution.

**A.** Not within (4). The two samples have the same function $R(q)$, so they give the same expected count at every setting. Angular blurring, a background or an error of intensity scale acts on that one function and treats both samples alike. Better data may narrow the error bars around each solution, but they cannot choose between the two. What can choose is knowledge from outside, or physics that (4) leaves out.

**Q.** You set absorption aside. Does the proof survive it?

**A.** In general it does not, because (7) needs a real derivative. Absorption makes the density complex: $\rho(1-i\kappa)$, with $\kappa=\beta/\delta$ for a refractive index $1-\delta+i\beta$. The minus sign gives the squared wavenumber in (1) a positive imaginary part, so a wave $e^{ik'z}$ decays with depth.

If $\kappa$ is the same everywhere, all steps share the factor $1-i\kappa$, which drops out of the comparison. Otherwise take the single layer again, with complex steps and $s_1^*s_2=|s_1s_2|e^{i\varphi}$. The oscillating terms are
$$2|s_1s_2|\cos(qd+\varphi)\quad\text{and}\quad2|s_1s_2|\cos(qd-\varphi)$$
for the sample and its reverse. They differ by $4|s_1s_2|\,|\sin(qd)\sin\varphi|$ in magnitude. So what counts is the difference of phase between the steps, not the amount of absorption as such.

**Q.** Real profiles are graded. Has (9) been tried on one, by a route that does not assume (4)?

**A.** Yes, by solving (1) in thin slices, with all reflections kept. The profile had a layer of density 900 nm$^{-3}$ and thickness 3.5 nm over one of 2300 nm$^{-3}$ and 7.5 nm, on a substrate of 3250 nm$^{-3}$. The Gaussian widths of the three interfaces were 0.20, 0.40 and 0.35 nm from the top down. A hump $300\,e^{-[(z-3.0)/1.2]^2}$ nm$^{-3}$, with $z$ in nm, was added. To approach the Born limit, $r_e$ in (1) was multiplied by $10^{-3}$.

To compare two curves I use the misfit
$$M=\frac{\|q^4(R_1-R_2)\|}{\|q^4R_1\|}, \tag{10}$$
where the norm is the root of the sum of squares over 251 points from $q=1.0$ to 6.0 nm$^{-1}$. The factor $q^4$ removes the steep fall in (4). The misfit between the profile and its reverse was $2.0\times10^{-4}$. Between the wave solution and (4), with $F$ found by quadrature of the derivative, it was $8.7\times10^{-4}$. The second figure includes the errors of slicing and of the numerical derivative; with these errors removed it falls to $3.9\times10^{-4}$, while the first figure does not change.

**Q.** Then let me try your recipe on a silicon substrate. What is the partner of silicon dioxide?

**A.** An almost empty layer. Rough mass densities give 699 electrons per nm$^3$ for Si and 662 for SiO$_2$. The complement is about 40 per nm$^3$, which is no solid oxide. For HfO$_2$, at 2442 per nm$^3$, the complement is $-1743$ per nm$^3$, which is impossible for ordinary electron density.

So (9) carries a condition that the algebra does not show: a physical partner needs $0\le\rho\le\rho_s$ throughout the film, and the complements must also belong to believable materials. On silicon this rules out full reversal for these two oxides. It does not prove that their reflectivity has a unique interpretation, since I have not shown that full reversal is the sole source of ambiguity.

## II. Two oxide stacks on ruthenium

**Q.** Before you build anything, say what you are carrying over.

**A.** The depth $z$ runs into the sample, $\rho(z)$ is the effective electron density, $\rho_s$ its substrate value, $q$ the momentum transfer and $r_e$ the classical electron radius. In the Born approximation
$$R=\left(\frac{4\pi r_e}{q^2}\right)^2|F|^2,\qquad F=\int\rho'(z)e^{iqz}dz .$$
For real density, $\rho(z)$ and $\rho_s-\rho(L-z)$ have the same $R$. The misfit $M$ of two curves is the norm of $q^4(R_1-R_2)$ divided by that of $q^4R_1$, over 251 points from 1.0 to 6.0 nm$^{-1}$.

**Q.** On silicon the partners were absurd. Why should any pair consist of real oxides?

**A.** Because we may choose a dense substrate, and two oxides whose densities complement each other. Let the upper layer have density $a$ and thickness $d_1$, and the lower one density $b$ and thickness $d_2$. The steps, from the top down, are
$$s_1=a,\qquad s_2=b-a,\qquad s_3=\rho_s-b .$$
The partner has steps $s_3,s_2,s_1$ and thicknesses $d_2,d_1$. Its upper density is $\rho_s-b$ and its lower density is $\rho_s-a$. Now require
$$a+b=\rho_s. \tag{11}$$
Then $\rho_s-b=a$ and $\rho_s-a=b$. The partner has the same two materials in the same order, and their thicknesses are exchanged.

**Q.** Show me that in the intensity, with rough interfaces.

**A.** Let each interface be a Gaussian step of width $\sigma$, so that $\rho'$ is a sum of normalized Gaussians $g$ with weights $s_j$. The transform $G(q)=\int g\,e^{iqz}dz$ of one centred at zero follows from $zg=-\sigma^2g'$:
$$\frac{dG}{dq}=i\int zg\,e^{iqz}dz=-i\sigma^2\int g'e^{iqz}dz=-i\sigma^2(-iq)G=-\sigma^2qG .$$
Since $G(0)=1$, the solution is $G=e^{-q^2\sigma^2/2}$. The interfaces lie at 0, $d_1$ and $d_1+d_2$, so
$$F=e^{-q^2\sigma^2/2}\left[s_1+s_2e^{iqd_1}+s_3e^{iq(d_1+d_2)}\right].$$
Multiply by the complex conjugate. Each pair of interfaces gives a cosine of its separation:
$$|F|^2=e^{-q^2\sigma^2}B(q),$$
$$B=s_1^2+s_2^2+s_3^2+2s_1s_2\cos(qd_1)+2s_2s_3\cos(qd_2)+2s_1s_3\cos[q(d_1+d_2)]. \tag{12}$$
Under (11) we have $s_1=s_3$. The two middle cosines then have equal coefficients, and exchanging $d_1$ and $d_2$ changes nothing.

**Q.** And if the three interfaces have different widths?

**A.** Then their order must be reversed too, because the whole derivative is read backwards. The width of the top surface moves to the substrate interface. Equal widths make the exchange of thicknesses sufficient by itself.

In the Born approximation, a real density profile and its complemented reversal reflect alike; for two layers with $a+b=\rho_s$ and equal interface widths, the reversal simply exchanges their thicknesses. It remains to name real oxides that meet this condition on ruthenium, and to see whether the two stacks still look the same when the wave equation is solved in full.
